# Overdamped Kramers rate over a symmetric cusp compared with a smooth barrier

**Question**

I am trying to find the thermal escape rate for two equal parabolic wells that meet in a cusp,

\[
V(x)=\tfrac12 m\omega^2(|x|-a)^2,\qquad E=V(0)=\tfrac12 m\omega^2a^2 ,
\]

at strong friction. The problem asks me to show that

\[
k=\frac{\omega^2}{2\pi\gamma}\sqrt{\frac{\pi E}{kT}}\;e^{-E/kT}
\]

and to compare this with the result for a smooth barrier.

The smooth formula I know is \(\omega\omega_b\,e^{-E/kT}/(2\pi\gamma)\), where \(\omega_b\) comes from the curvature at the top. A cusp has no such curvature. If I treat it as the limit \(\omega_b\to\infty\), the rate diverges. I also tried putting an absorbing wall at the cusp, and then I get twice the expected answer. What is going wrong?

**Answer**

The Gaussian integral behind the smooth formula does not apply to a cusp, and the absorbing wall answers a different question. Both points become clear if you start one step earlier, from the diffusion current.

**The rate as two integrals**

Take a classical particle with friction force \(-m\gamma\dot x\), so that \(\gamma\) is an inverse time. A lone \(k\) is the rate; in \(kT\) it is Boltzmann's constant. At strong friction the velocity is thermal at each point, and the density \(p(x,t)\) diffuses with \(D=kT/(m\gamma)\). The current, positive to the right, is

\[
J=-D\left(\frac{\partial p}{\partial x}+\frac{V'}{kT}\,p\right)
=-D\,e^{-V/kT}\frac{\partial}{\partial x}\left(e^{V/kT}p\right).
\]

Carrying out the derivative on the right reproduces the middle form.

For \(E\gg kT\), each well equilibrates long before many particles cross. Across the barrier, where few particles sit, \(J\) is then nearly independent of \(x\). It does vary near the minima, where most of the particles are, but the factor \(e^{V/kT}\) used next gives those regions exponentially little weight compared with the top. So \(J\) can be replaced by its value at the top. Multiply by \(e^{V/kT}\) and integrate from \(-a\) to \(a\), using \(V(\pm a)=0\):

\[
J\,B=D\,[\,p(-a)-p(a)\,],\qquad B=\int_{-a}^{a}e^{V/kT}dx .
\]

Inside the left well \(p(x)=p(-a)\,e^{-V/kT}\), so its population is

\[
P_L=p(-a)\,Z,\qquad Z=\int_{-\infty}^{0}e^{-V/kT}dx .
\]

By symmetry \(P_R=p(a)\,Z\). Therefore

\[
\frac{dP_L}{dt}=-J=-k\,(P_L-P_R),\qquad k=\frac{D}{Z\,B}.
\]

This \(k\) is the one-way rate from one well to the other. Since \(dP_R/dt=+J\), the difference \(P_L-P_R\) decays at \(2k\).

Your factor of two appears here. An absorbing wall at the cusp sets \(p(0)=0\). Integrating only from \(-a\) to \(0\) gives \(J\,B/2=D\,p(-a)\), hence \(J=2kP_L\). That is the rate of first arrival at the top. From the top, a diffusing particle in this symmetric potential is equally likely to settle in either well, so half of the arrivals become transitions.

**The well integral**

The left well is a parabola centred at \(-a\). Extending its upper limit from \(0\) to \(\infty\) adds an exponentially small tail when \(E\gg kT\), so

\[
Z\simeq\int_{-\infty}^{\infty}e^{-m\omega^2y^2/2kT}dy=\sqrt{\frac{2\pi kT}{m\omega^2}} .
\]

**The barrier integral**

Expand the square in the potential:

\[
V=E-F|x|+\tfrac12m\omega^2x^2,\qquad F=m\omega^2a .
\]

The leading term in \(|x|\) is linear. The integrand therefore falls off exponentially on each side, over a distance \(kT/F\). Dropping the quadratic term for the moment and extending the limits to infinity,

\[
B\simeq 2e^{E/kT}\int_0^\infty e^{-Fx/kT}dx=\frac{2kT}{F}\,e^{E/kT}.
\]

To see what the quadratic term costs, expand its exponential to first order. With \(\int_0^\infty x^2e^{-Fx/kT}dx=2(kT/F)^3\), the change relative to \(\int_0^\infty e^{-Fx/kT}dx=kT/F\) is

\[
\frac{m\omega^2}{2kT}\cdot 2\left(\frac{kT}{F}\right)^2
=\frac{kT}{m\omega^2a^2}=\frac{kT}{2E}.
\]

So \(B\) is larger by the factor \(1+kT/(2E)\), and the rate is smaller by \(1-kT/(2E)\), to this order.

**Putting the pieces together**

At leading order,

\[
k=\frac{kT}{m\gamma}\,\sqrt{\frac{m\omega^2}{2\pi kT}}\;\frac{m\omega^2a}{2kT}\,e^{-E/kT}
=\frac{\omega^2a}{2\gamma}\sqrt{\frac{m\omega^2}{2\pi kT}}\;e^{-E/kT}.
\]

Now insert \(a=\sqrt{2E/(m\omega^2)}\). The factors \(m\omega^2\) cancel under the root:

\[
k=\frac{\omega^2}{2\gamma}\sqrt{\frac{E}{\pi kT}}\;e^{-E/kT}
=\frac{\omega^2}{2\pi\gamma}\sqrt{\frac{\pi E}{kT}}\;e^{-E/kT}.
\]

The last step uses \(\sqrt{E/(\pi kT)}=\pi^{-1}\sqrt{\pi E/kT}\). This is the required result.

**Comparison with a smooth top**

Keep the same \(E\) and the same well frequency, but let \(V\simeq E-\frac12m\omega_b^2x^2\) near the top. Then \(Z\) is unchanged and \(B\) is Gaussian:

\[
B\simeq e^{E/kT}\sqrt{\frac{2\pi kT}{m\omega_b^2}},\qquad
k_{\rm smooth}=\frac{kT}{m\gamma}\,\frac{m\omega\omega_b}{2\pi kT}\,e^{-E/kT}
=\frac{\omega\omega_b}{2\pi\gamma}\,e^{-E/kT}.
\]

The ratio is

\[
\frac{k_{\rm cusp}}{k_{\rm smooth}}=\frac{\omega}{\omega_b}\sqrt{\frac{\pi E}{kT}} .
\]

For \(\omega_b=\omega\) the cusp is crossed faster. Diffusion is slowed by the stretch of path lying within about \(kT\) of the top, and that stretch is shorter under a cusp.

Its width also depends differently on temperature: it is proportional to \(T\) for the cusp and to \(\sqrt T\) for the smooth top. If \(\gamma\) does not depend on \(T\), then with \(\beta=1/kT\) the cusp rate varies as \(\beta^{1/2}e^{-\beta E}\), and

\[
-\frac{d\ln k_{\rm cusp}}{d\beta}=E-\tfrac12kT,\qquad
-\frac{d\ln k_{\rm smooth}}{d\beta}=E .
\]

At leading order, an Arrhenius plot for the cusp thus gives an activation energy \(kT/2\) below the barrier height.

**Why \(\omega_b\to\infty\) fails**

Round the cusp by joining an inverted parabola to the two wells at \(|x|=s\), with continuous value and slope. Let the minima now lie at \(\pm a_r\), chosen so that the height stays \(E\). Equal slopes require

\[
\omega_b^2s=\omega^2(a_r-s).
\]

The cap has depth \(h=\frac12m\omega_b^2s^2\). The rest of the climb is

\[
\tfrac12m\omega^2(a_r-s)^2=\tfrac12m\,\frac{\omega_b^4s^2}{\omega^2}=\frac{\omega_b^2}{\omega^2}\,h .
\]

The two parts add up to \(E\), so

\[
h=\frac{E\,\omega^2}{\omega^2+\omega_b^2}.
\]

The Gaussian integral needs the integrand to die out within the cap, which means \(h\gg kT\). As \(\omega_b\) grows at fixed \(E\), the cap shrinks and this condition is lost. Once \(h\ll kT\), the thermal particle does not resolve the rounding, and the cusp formula applies.

The table shows the change for \(E=10\,kT\). Rates are in units of \(10^{-5}\omega^2/\gamma\). The third column is half the slowest nonzero decay rate of the diffusion equation, found by diagonalization on a grid.

| \(\omega_b/\omega\) | \(h/kT\) | numerical | smooth formula | cusp formula |
|---:|---:|---:|---:|---:|
| 1 | 5.0 | 0.722 | 0.723 | 4.05 |
| 4 | 0.59 | 2.50 | 2.89 | 4.05 |
| 5.6 | 0.31 | 2.98 | 4.05 | 4.05 |
| 16 | 0.039 | 3.68 | 11.6 | 4.05 |
| 64 | 0.0024 | 3.81 | 46.2 | 4.05 |

The two formulas agree with each other at \(\omega_b=\omega\sqrt{\pi E/kT}\), but there neither is accurate: the numerical rate is about 27% below their common value. In the last row the numerical rate has levelled off about 6% below the cusp formula. Most of that gap is the correction \(kT/(2E)=5\%\) found above.

**How strong the friction must be**

The diffusion equation requires the velocity to be forgotten over a distance short compared with the width of the barrier region. The velocity persists over roughly \(\sqrt{kT/m}/\gamma\), and the width for the cusp is \(kT/F\). The condition is

\[
g=\frac{\sqrt{kT/m}}{\gamma}\,\frac{F}{kT}
=\frac{\omega}{\gamma}\sqrt{\frac{m\omega^2a^2}{kT}}
=\frac{\omega}{\gamma}\sqrt{\frac{2E}{kT}}\ll1 .
\]

For a high barrier this is stricter than \(\gamma\gg\omega\). For a smooth top the width is of order \(\sqrt{kT/m}/\omega_b\), and the same argument gives \(\gamma\gg\omega_b\).

Transition-state theory shows the danger. It counts each crossing of the top from the left as a transition. The thermal density at the top is \(e^{-E/kT}/Z\), and the mean one-way velocity factor is \(\sqrt{kT/2\pi m}\), so

\[
k_{\rm TST}=\sqrt{\frac{kT}{2\pi m}}\,\frac{e^{-E/kT}}{Z}=\frac{\omega}{2\pi}\,e^{-E/kT},
\qquad
\frac{k_{\rm cusp}}{k_{\rm TST}}=\frac{\omega}{\gamma}\sqrt{\frac{\pi E}{kT}}=g\sqrt{\frac{\pi}{2}} .
\]

Recrossings can only lower the true rate below \(k_{\rm TST}\), so a ratio near or above one signals that the overdamped formula has failed.

Take \(E=8\,kT\) and \(\gamma=5\omega\), which gives \(g=0.8\) and a ratio of 1.00. I solved the Klein–Kramers equation, which keeps the velocity as a variable, by expanding in Hermite functions of velocity on a grid in \(x\). Its rate is 0.73 of the value from the diffusion equation. For a smooth top with \(\omega_b=\omega\) at the same friction, the corresponding fraction is 0.96. Raising the friction for the cusp to \(\gamma=40\omega\), or \(g=0.1\), brings its fraction to 0.99.

**A worked example**

Take round model parameters in Hartree atomic units: \(m=80000\), \(\omega=2.5\times10^{-4}\), \(E=0.01\), \(kT=0.001\) and \(\gamma=0.025\). Then \(E/kT=10\), and

\[
a=\sqrt{\frac{2(0.01)}{80000\,(2.5\times10^{-4})^2}}=2.0,\qquad
F=80000\,(2.5\times10^{-4})^2(2.0)=0.010 .
\]

The friction parameter is \(g=0.045\), so the overdamped description is suitable. With \(\sqrt{10\pi}=5.605\) and \(e^{-10}=4.540\times10^{-5}\),

\[
k_{\rm cusp}=\frac{(2.5\times10^{-4})^2}{2\pi(0.025)}\,(5.605)(4.540\times10^{-5})
=1.01\times10^{-10},
\]

which is \(4.19\times10^{6}\ \mathrm{s^{-1}}\).

The linearized barrier integral is \(B e^{-E/kT}=2(0.001)/0.010=0.200\). Numerical quadrature with the full parabolas gives 0.212. Using quadrature for both \(Z\) and \(B\) lowers the rate to \(9.55\times10^{-11}\), or \(3.95\times10^{6}\ \mathrm{s^{-1}}\), about 6% below the leading-order formula.

For a smooth top of the same height with \(\omega_b=\omega\), the factor 5.605 is absent. The rate is then \(1.81\times10^{-11}\), or \(7.47\times10^{5}\ \mathrm{s^{-1}}\). In this example the sharp top makes the crossing 5.6 times faster, according to the two leading-order formulas.

Numerical values quoted here were computed with a short program.
